\section*{Bracketing the Hydrogen C6 Coefficient with Padé Approximants from Cauchy Moments}

\section{Two atoms and a few static numbers}

Two neutral atoms far apart attract because the fluctuating dipole of each polarizes the other. For separations $R$ large compared with the atoms, but small compared with $c/\omega$ for the relevant transition frequencies $\omega$, the energy is $-C_6/R^6$. The coefficient $C_6$ depends on the polarizability at all imaginary frequencies, whereas a sequence of linear equations solved at zero frequency yields the coefficients of its expansion about that point. The response to a static field gives only the first of them. The question is how tightly a finite number of these coefficients, together with the number of electrons, confines $C_6$.

Let the two atoms be identical, each with a spherical, non-degenerate ground state $|0\rangle$, and let $Z$ be the sum of the $z$ coordinates of one atom's electrons, measured from its nucleus. A field $\mathcal E\cos\omega t$ along $z$ adds $eZ\mathcal E\cos\omega t$ to the Hamiltonian. With $Z_{m0}=\langle m|Z|0\rangle$, the first-order amplitude of level $m$ is
\begin{equation}
c_m=-\frac{e\mathcal E Z_{m0}}{2\hbar}\left[\frac{e^{i(\omega_m+\omega)t}}{\omega_m+\omega}+\frac{e^{i(\omega_m-\omega)t}}{\omega_m-\omega}\right].
\end{equation}
The induced dipole $-2e\,\mathrm{Re}\sum_m Z_{0m}c_me^{-i\omega_mt}$ equals $\alpha(\omega)\mathcal E\cos\omega t$. Adding the two fractions and setting $\omega=i\xi$ gives
\begin{equation}
\alpha(i\xi)=\frac{e^2}{m_e}\sum_m\frac{f_m}{\omega_m^2+\xi^2},\qquad
f_m=\frac{2m_e\omega_m}{\hbar}|Z_{m0}|^2 .
\label{alpha}
\end{equation}
Sums include the continuum. Since $\omega_m>0$ for a ground state, $f_m\ge0$.

With $R$ along $z$, the dipole coupling is $e^2(X_aX_b+Y_aY_b-2Z_aZ_b)/(4\pi\varepsilon_0R^3)$. Its ground-state mean vanishes. In second order, spherical symmetry removes the cross terms and makes the three directions equivalent, leaving the factor $1+1+4=6$:
\begin{equation}
C_6=\frac{6e^4}{(4\pi\varepsilon_0)^2}\sum_{m,n}\frac{|Z_{m0}|^2|Z_{n0}|^2}{\hbar(\omega_m+\omega_n)} .
\end{equation}
Inserting $|Z_{m0}|^2=\hbar f_m/(2m_e\omega_m)$ gives
\begin{equation}
C_6=K\sum_{m,n}\frac{f_mf_n}{\omega_m\omega_n(\omega_m+\omega_n)},\qquad
K=\frac{3\hbar e^4}{2(4\pi\varepsilon_0)^2m_e^2}.
\label{c6sum}
\end{equation}
Partial fractions give, for $a\ne b$ and by continuity for $a=b$,
\begin{equation}
\int_0^\infty\!\frac{d\xi}{(a^2+\xi^2)(b^2+\xi^2)}
=\frac{1}{b^2-a^2}\left(\frac{\pi}{2a}-\frac{\pi}{2b}\right)=\frac{\pi}{2ab(a+b)} .
\end{equation}
Therefore
\begin{equation}
C_6=\frac{3\hbar}{\pi(4\pi\varepsilon_0)^2}\int_0^\infty\alpha(i\xi)^2\,d\xi .
\label{cp}
\end{equation}
Because $\alpha(i\xi)>0$, positive lower and upper bounds on $\alpha$ at every $\xi$ become bounds on $C_6$.

\section{Moments and the Stieltjes form}

The Cauchy moments are $S(-2k)=\sum_mf_m\omega_m^{-2k}$. The one with $k=0$ is fixed by the commutator $[Z,[H,Z]]=\hbar^2N/m_e$ for $N$ electrons, which holds for a non-relativistic Hamiltonian with local potentials; a nonlocal pseudopotential or a finite basis gives a strength sum different from $N$. Its ground-state mean is $2\sum_m\hbar\omega_m|Z_{m0}|^2$, so $S(0)=N$.

Put $x=\xi^2$ and $t=1/\omega^2$, and let $d\nu(t)$ be the positive measure that places weight $f_m$ at $t_m$. It lies in $[0,T]$, where $T=1/\omega_1^2$ belongs to the lowest dipole transition. Then
\begin{equation}
a(x)\equiv\frac{m_e}{e^2}\alpha(i\xi)=\int\frac{t\,d\nu}{1+xt}
=\sum_{k\ge0}(-x)^kS(-2k-2).
\label{stieltjes}
\end{equation}
The series converges for $\xi<\omega_1$, but the integral in (\ref{cp}) runs beyond that. The form on the left of the series, a positive measure integrated against $1/(1+xt)$, is the Stieltjes property, and it holds for all $x\ge0$.

\section{From moments to poles}

Let $\mu$ be a positive measure on $[0,T]$ with more than $n$ points of support and moments $m_k=\int t^kd\mu$. Seek $P_n(t)=t^n+\sum_{j<n}c_jt^j$ orthogonal to all lower powers:
\begin{equation}
\sum_{j=0}^{n-1}m_{i+j}c_j=-m_{i+n},\qquad i=0,\dots,n-1 .
\label{hankel}
\end{equation}
The matrix is positive definite, since $\sum v_iv_jm_{i+j}=\int(\sum v_it^i)^2d\mu>0$, so the solution is unique. If $P_n$ changed sign at fewer than $n$ points of $(0,T)$, multiplying it by the polynomial with those sign changes would give an integrand of one sign and a nonzero integral, contradicting orthogonality. Hence $P_n$ has $n$ simple roots $t_i$ in $(0,T)$.

Choose weights $w_i$ from $\sum_iw_it_i^k=m_k$ for $k<n$. A polynomial $q$ of degree at most $2n-1$ can be divided as $q=P_ns+r$, with $s$ and $r$ of degree below $n$. The part $P_ns$ integrates to zero and vanishes at the nodes, while $r$ is treated correctly by the choice of weights. Thus
\begin{equation}
\int q\,d\mu=\sum_iw_iq(t_i),\qquad \deg q\le2n-1 .
\label{gauss}
\end{equation}
Taking for $q$ the square of the Lagrange polynomial that is 1 at $t_i$ and 0 at the other nodes shows $w_i>0$.

The sum $\sum_iw_i/(1+xt_i)$ has numerator degree $n-1$, denominator degree $n$, and the right first $2n$ Taylor coefficients $(-1)^km_k$. Two such fractions $p/d$ and $p'/d'$ satisfy $pd'-p'd=O(x^{2n})$, yet this difference has degree at most $2n-1$, so it is zero. The pole sum is therefore the $[n-1/n]$ Padé approximant.

\section{The error has a sign}

For $x>0$ the number $P_n(-1/x)$ is nonzero, because all roots are positive. Consider
\begin{equation}
q(t)=\frac{1}{1+xt}\left[1-\frac{P_n(t)^2}{P_n(-1/x)^2}\right].
\end{equation}
The bracket vanishes at $t=-1/x$, so the division leaves a polynomial of degree $2n-1$. At the nodes $q(t_i)=1/(1+xt_i)$. Equation (\ref{gauss}) then gives
\begin{equation}
\int\frac{d\mu}{1+xt}-\sum_i\frac{w_i}{1+xt_i}
=\int\frac{P_n(t)^2}{P_n(-1/x)^2}\,\frac{d\mu}{1+xt}>0 .
\label{error}
\end{equation}

\paragraph{Lower bound.} Take $d\mu=t\,d\nu$, whose moments are $S(-2),\dots,S(-4n)$. The integral on the left of (\ref{error}) is $a(x)$, so the $[n-1/n]$ Padé approximant of $a$ lies below it. With $f_i=w_i/t_i$ and $\omega_i=t_i^{-1/2}$ it takes the form (\ref{alpha}) with $n$ poles.

\paragraph{Upper bound.} Take $d\mu=d\nu$, with moments $S(0),\dots,S(-4n+2)$, and let $F(x)=\int d\nu/(1+xt)$. Since $1/(1+xt)=1-xt/(1+xt)$,
\begin{equation}
a(x)=\frac{S(0)-F(x)}{x}.
\end{equation}
A lower bound $F_n$ to $F$ gives an upper bound to $a$. Because $\sum_if_i=S(0)$ here,
\begin{equation}
a_n^{\rm up}=\frac1x\sum_if_i\left(1-\frac{1}{1+xt_i}\right)=\sum_i\frac{f_i}{\omega_i^2+\xi^2}.
\end{equation}
This approximant has the correct tail $S(0)/\xi^2$ as well as the correct static value.

\paragraph{Why the ordinary $[n/n]$ approximant does not suffice.} Write $a=S(-2)-x\int t^2d\nu/(1+xt)$ and apply the rule to $t^2d\nu$. This produces the $[n/n]$ Padé approximant, again an upper bound. As $x\to\infty$ it tends to $S(-2)-\sum_iw_i/t_i$. Since $[1-P_n(t)^2/P_n(0)^2]/t$ is a polynomial of degree $2n-1$, this limit equals $\int tP_n(t)^2d\nu/P_n(0)^2>0$. An approximant with a positive limit makes (\ref{cp}) diverge, so it bounds $\alpha$ but gives no finite upper bound on $C_6$. For hydrogen the limits at $n=1,2,3$ are $0.653$, $0.139$ and $0.044$ in $10^{-41}\ \mathrm{C\,m^2/V}$: they shrink, but at each order the integral is infinite. The sum rule for $S(0)$ supplies what is missing.

\paragraph{Nesting.} The $(n+1)$-point rule is itself a positive measure that shares $m_0,\dots,m_{2n+1}$ with $\mu$, and hence has the same $n$-point rule. Equation (\ref{error}) applied to it shows that the pole sum grows from $n$ to $n+1$; $P_n$ cannot vanish at all $n+1$ nodes. Lower bounds on $\alpha$ therefore rise with $n$ and upper bounds fall.

\paragraph{Where positivity enters.} Give weight $3/2$ to $t=1$ and $-1/2$ to $t=1/2$, in dimensionless variables. Then $m_0=1$, $m_1=5/4$, and the $n=1$ approximant at $x=1$ is $1/(1+5/4)=0.444$. The true value is $3/4-1/3=0.417$, so the ``lower bound'' lies above it. An excited state with downward dipole transitions has negative $f_m$, and the proof does not cover it.

\section{Size of the error}

The rule also obeys an a priori estimate. For any polynomial $q$ of degree at most $2n-1$ that differs from $1/(1+xt)$ by at most $\delta$ on $[0,T]$, the integral and the sum each err by at most $m_0\delta$, so the total error is at most $2m_0\delta$. Choose
\begin{equation}
q(t)=\frac{1}{1+xt}\left[1-\frac{R(t)}{R(-1/x)}\right],\qquad R(t)=\mathcal T_{2n}\!\left(\frac{2t}{T}-1\right),
\end{equation}
with $\mathcal T_{2n}$ the Chebyshev polynomial. On $[0,T]$ we have $|R|\le1$ and $1/(1+xt)\le1$, so $\delta\le1/R(-1/x)$. With $y=1+2/(xT)$, $R(-1/x)=\cosh(2n\,\mathrm{arccosh}\,y)\ge\frac12\rho^{2n}$, where
\begin{equation}
\rho=y+\sqrt{y^2-1}=\frac{\sqrt{1+xT}+1}{\sqrt{1+xT}-1}>1 .
\end{equation}
Consequently
\begin{equation}
0<a-a_n^{\rm low}\le4S(-2)\rho^{-2n},\qquad
0<a_n^{\rm up}-a\le\frac{4S(0)}{x}\rho^{-2n}.
\label{rate}
\end{equation}
Convergence is at least geometric at each fixed $\xi$. No approximant exceeds $a_1^{\rm up}$, whose square is integrable, so by dominated convergence both $C_6$ bounds tend to the true value. However, $\rho\to1$ as $\xi\to\infty$, and (\ref{rate}) does not supply a geometric rate for $C_6$.

Errors in the moments are a separate matter. For $n=1$, $f$ and $\omega^2$ are $S(-2)^2/S(-4)$ and $S(-2)/S(-4)$ in the lower case, $S(0)$ and $S(0)/S(-2)$ in the upper. Equation (\ref{c6sum}) becomes $Kf^2/(2\omega^3)$, so
\begin{equation}
\frac K2\,\frac{S(-2)^{5/2}}{S(-4)^{1/2}}<C_6<\frac K2\,S(0)^{1/2}S(-2)^{3/2}.
\label{one}
\end{equation}
A small relative error in $S(-2)$ enters the lower bound $2.5$ times and the upper bound $1.5$ times enlarged. Bounds from inaccurate moments are not guaranteed. At larger $n$ the system (\ref{hankel}) is also ill-conditioned: high moments are dominated by the largest $t$, and neighbouring columns become nearly proportional. For hydrogen the condition number is about $3\times10^6$ at $n=4$ and $10^{16}$ at $n=8$, and random relative errors in the moments of $10^{-4}$ at $n=4$ or $10^{-8}$ at $n=8$ can already destroy real, positive nodes and weights. The results below use exact fractions for the moments and 80-digit arithmetic for the poles.

\section{Exact moments of hydrogen}

Take non-relativistic hydrogen with a fixed nucleus. In this section lengths are in $a_0$, energies in $E_h$ and frequencies in $E_h/\hbar$. The ground state is $e^{-r}/\sqrt\pi$ with energy $-\frac12$. Let $A=H+\frac12$. Since $f_m=2\omega_m|Z_{m0}|^2$,
\begin{equation}
S(-2k)=2\langle0|z\,A^{-(2k-1)}z|0\rangle .
\end{equation}
On a function $g(r)e^{-r}\cos\theta$ the kinetic and Coulomb terms give
\begin{equation}
Ag=-\tfrac12g''+g'-\frac{g'}{r}+\frac{g}{r^2},
\end{equation}
because the terms $\pm g/2$ and $\pm g/r$ cancel. For a power,
\begin{equation}
A\,r^j=j\,r^{j-1}-\tfrac12(j-1)(j+2)\,r^{j-2}.
\end{equation}
The second term vanishes at $j=1$. A polynomial source can thus be inverted from its highest power downward, and the answer is again a polynomial.

For the source $r$, the trial $r^2/2$ gives $r-1$, and adding $r$ cancels the $-1$: $y_1=A^{-1}r=r+r^2/2$. For the source $y_1$, $r^3/6$ gives $r^2/2-5r/6$. The remainder $11r/6$ is met by $\frac{11}{6}y_1$, so
\begin{equation}
y_2=A^{-1}y_1=\tfrac{11}{6}r+\tfrac{11}{12}r^2+\tfrac16r^3 .
\end{equation}
The angular integral $4\pi/3$, the normalization $1/\pi$ and the factor 2 combine to $8/3$. With $\int_0^\infty r^me^{-2r}dr=m!/2^{m+1}$,
\begin{align}
S(-2)&=\tfrac83\int_0^\infty r^3y_1e^{-2r}dr=\tfrac83\left(\tfrac34+\tfrac{15}{16}\right)=\tfrac92,\\
S(-4)&=\tfrac83\int_0^\infty r^2y_1y_2e^{-2r}dr=\tfrac83\cdot\tfrac{319}{32}=\tfrac{319}{12}.
\end{align}
The second line uses that $A$ is Hermitian to move one inverse to the left. Continuing gives $S(-6)=297541/1728\approx172.188$.

\section{The bracket}

\paragraph{One pole.} The frequency unit is $E_h/\hbar=4.13414\times10^{16}$ rad/s. The lower approximant has $f=4.5^2/26.5833=0.7618$ and $\omega=\sqrt{4.5/26.5833}\,E_h/\hbar=1.7009\times10^{16}$ rad/s. The upper has $f=1$ and $\omega=(E_h/\hbar)/\sqrt{4.5}=1.9489\times10^{16}$ rad/s. With $K=1.01464\times10^{-29}\ \mathrm{J\,m^6\,s^{-3}}$, the two values of $Kf^2/(2\omega^3)$ are $5.982$ and $6.854$ in $10^{-79}\ \mathrm{J\,m^6}$. Three moments already confine $C_6$ to an interval of width $0.872$ in that unit. Hydrogen is a favourable case because it has no core. In a many-electron atom $S(0)=N$ counts tightly bound electrons that hardly contribute to $C_6$, and the low-order upper bound is much weaker: with time-dependent Hartree--Fock strengths in a triple-zeta basis the one-pole upper value built with $N$ exceeds $C_6$ by about 75\% for argon (70\% in a double-zeta basis) and by a factor of about $2.5$ for magnesium, against 10\% for hydrogen.

\paragraph{Two poles.} For the upper bound, (\ref{hankel}) reads, in reduced units,
\begin{align}
c_0+4.5\,c_1&=-26.5833,\\
4.5\,c_0+26.5833\,c_1&=-172.188 .
\end{align}
The solution is $c_1=-8.2994$, $c_0=10.764$. The roots of $t^2+c_1t+c_0$ are $6.691$ and $1.609$, which means frequencies $1.598$ and $3.259$ in $10^{16}$ rad/s. From $f_1+f_2=1$ and $f_1t_1+f_2t_2=4.5$ the strengths are $0.569$ and $0.431$. The double sum (\ref{c6sum}) gives $6.261\times10^{-79}\ \mathrm{J\,m^6}$. The two-pole lower approximant has total strength $0.902$, so its tail is about 10\% below the true one.

\paragraph{Higher orders.} In units of $10^{-79}\ \mathrm{J\,m^6}$:
\begin{center}
\begin{tabular}{cccc}
$n$ & lower & upper & width\\
1 & 5.98213 & 6.85406 & $8.72\times10^{-1}$\\
2 & 6.19442 & 6.26102 & $6.66\times10^{-2}$\\
4 & 6.22015 & 6.22335 & $3.20\times10^{-3}$\\
6 & 6.22155 & 6.22200 & $4.55\times10^{-4}$\\
8 & 6.22174 & 6.22185 & $1.08\times10^{-4}$
\end{tabular}
\end{center}
At $n=8$ the width is $1.7\times10^{-5}$ of the coefficient. Rounded outward, the bracket is
\begin{equation}
6.2217\times10^{-79}\ \mathrm{J\,m^6}<C_6<6.2219\times10^{-79}\ \mathrm{J\,m^6},
\end{equation}
or $6.4989$ to $6.4991\ E_ha_0^6$. Diagonalizing the $p$-wave Hamiltonian in 60 Sturmian functions, polynomials times $e^{-r}$, and summing the perturbation series directly gives $6.49903\ E_ha_0^6$, inside the bracket. This basis contains the polynomial solutions that generate the moments, so it reproduces every moment used here, and its value has to fall inside. The agreement therefore checks the arithmetic of the pole sums and is not separate evidence for the bracket. The full figures are in the numerical output.

\paragraph{Reading the convergence.} At $\xi=E_h/\hbar$, outside the convergence radius $\omega_1=\frac38E_h/\hbar$ of the power series, the bounds on $\alpha$ are $1.074$ and $1.349$ for $n=1$, and $1.22400$ and $1.22435$ for $n=5$, in $10^{-41}\ \mathrm{C\,m^2/V}$. Here $xT=64/9$, so $\rho\approx2.08$ and (\ref{rate}) guarantees a factor $\rho^{-2}\approx0.23$ per order in the error estimate. From $n=4$ to $n=5$ the width actually shrinks by a factor $0.18$.

The $C_6$ width behaves differently. Its successive ratios grow, from $0.08$ between $n=1$ and $2$ to $0.51$ between $n=7$ and $8$. This would fit a slower than geometric approach governed by high frequencies, where $\rho$ is close to 1, but that is a conjecture from eight orders.

The bracket concerns the stated model. Letting the nucleus move replaces $m_e$ by the reduced mass. Since $E_ha_0^6$ scales as the inverse fifth power of that mass, $C_6$ rises by roughly $0.3\%$, far more than the width at $n=8$. If the fixed-nucleus value is used for real hydrogen, its accuracy is therefore limited by the model and not by the number of poles.

\section*{Values computed for the example and the checks}
\begin{verbatim}
frequency unit E_h/hbar = 4.134137e+16 rad/s
polarizability unit (e^2/m_e)(hbar/E_h)^2 = 1.648777e-41 C m^2/V
C6 prefactor 3 hbar e^4/(2(4 pi eps0)^2 m_e^2) = 1.014644e-29 J m^6/s^3
reduced moments S(-2k)*(E_h/hbar)^(2k), dimensionless:
  k=0: 1 = 1.000000
  k=1: 9/2 = 4.500000
  k=2: 319/12 = 26.583333
  k=3: 297541/1728 = 172.188079
  k=4: 289165453/248832 = 1162.091102
static polarizability = 7.41950 e-41 C m^2/V
poles: frequency in 1e16 rad/s, strength dimensionless
  n=1 lower: 1.70093, 0.76176
  n=1 upper: 1.94885, 1.00000
  n=2 lower: 1.56989, 0.49404; 2.54905, 0.40831
  n=2 upper: 1.59828, 0.56893; 3.25933, 0.43107
alpha(i xi) at xi = E_h/hbar, in 1e-41 C m^2/V: lower, upper
  n=1: 1.0741364, 1.3489996
  n=2: 1.1996715, 1.2543707
  n=3: 1.2199127, 1.2304890
  n=4: 1.2233949, 1.2253508
  n=5: 1.2239961, 1.2243452
  reference: 1.2241194
plain [n/n] Pade, limit xi->infinity, in 1e-41 C m^2/V:
  n=1: 0.65278
  n=2: 0.13864
  n=3: 0.04413
C6 of H-H in 1e-79 J m^6: lower, upper, width
  n=1: 5.9821278, 6.8540598, 8.72e-01
  n=2: 6.1944192, 6.2610187, 6.66e-02
  n=3: 6.2161283, 6.2280195, 1.19e-02
  n=4: 6.2201476, 6.2233486, 3.20e-03
  n=5: 6.2211999, 6.2223079, 1.11e-03
  n=6: 6.2215461, 6.2220011, 4.55e-04
  n=7: 6.2216800, 6.2218915, 2.11e-04
  n=8: 6.2217385, 6.2218464, 1.08e-04
  reference (60 Sturmians): 6.2218019
final bracket, n=8: 6.4989605 to 6.4990732 E_h a0^6
reference: 6.4990267 E_h a0^6
reference change from 40 to 60 Sturmians: 1.8e-15 E_h a0^6
signed example at x=1 (dimensionless): Pade 0.44444, true 0.41667
\end{verbatim}
